# Border traps can cause hysteresis under a dangling-bond-free channel

**Q:** My channel is a two-dimensional semiconductor. Its surface has no dangling bonds, so there are no interface states to trap electrons. The transistor must therefore be free of hysteresis.

**A:** The first step is sound as an idealization, and I will grant it fully: no interface states at all. The conclusion does not follow, because the surface of the channel says nothing about defects inside the gate insulator. A defect a nanometre or two from the channel, called a border trap, can still exchange electrons with it by tunnelling. Whether it produces hysteresis depends on its energy, its exchange time and its density.

**Q:** Suppose such a trap catches an electron. Why would my transfer curve notice charge that is not in the channel?

**A:** Because the gate field ends on that charge instead of on the channel. Put the channel at \(x=0\) with its potential fixed at zero, which assumes a large quantum capacitance. That holds for a channel whose Fermi level is already near the band edge at flat band. In subthreshold the gate instead moves the Fermi level through the channel's band gap, and so against every trap level; I leave that out. Put the gate at \(x=t\) with voltage \(V\), counted from flat band, and let \(n\) trapped electrons per area sit at depth \(x\). Call the slope of the potential at the channel \(a\); the channel then holds \(\varepsilon a/e\) electrons per area. Poisson's equation raises the slope by \(en/\varepsilon\) at the sheet, so

\[
V = a t+\frac{en}{\varepsilon}(t-x).
\]

Keeping the channel charge, and hence \(a\), unchanged requires an extra gate voltage

\[
\Delta V=\frac{e n t}{\varepsilon}\left(1-\frac{x}{t}\right).
\]

It is positive: trapped electrons raise the threshold of an n-channel device. If more are trapped on the return sweep, the current at a given gate voltage is lower on the return.

**Q:** But the channel is separated from the insulator by a barrier. How does the electron get in?

**A:** Its wavefunction leaks in. For a rectangular barrier of height \(\Phi\) above the electron's energy and tunnelling mass \(m\), in atomic units, \(\psi''=2m\Phi\,\psi\). The decaying solution is \(\psi\propto e^{-\kappa x}\) with \(\kappa=\sqrt{2m\Phi}\). For a localized trap weakly coupled to the channel, the exchange rate follows the density \(|\psi|^2\), so the exchange time is

\[
\tau(x)=\tau_0e^{2\kappa x}.
\]

The prefactor \(\tau_0\) contains the local physics of capture, including the energy given to the lattice. I take it as independent of bias and neglect the tilt of the barrier by the field.

Let \(f\) be the trap occupancy and \(f_{\rm eq}\) its Fermi function, without a degeneracy factor. Capture at rate \(f_{\rm eq}/\tau\) and emission at rate \((1-f_{\rm eq})/\tau\) obey detailed balance. Therefore

\[
\frac{df}{dt}=\frac{f_{\rm eq}}{\tau}(1-f)-\frac{1-f_{\rm eq}}{\tau}f=\frac{f_{\rm eq}-f}{\tau}.
\]

**Q:** Then the trap simply follows its equilibrium occupancy, which depends only on the gate voltage. I read the current at the same voltage on both branches, so I should see no loop.

**A:** That holds for a trap much faster than the sweep. Let the trap level lie \(\Delta\) above the Fermi level at zero field. A positive gate lowers it, so

\[
E_T-E_F=\Delta-\frac{eVx}{t},\qquad V_X=\frac{\Delta t}{ex},
\]

where \(V_X\) is the voltage at which the level crosses the Fermi level. Start at \(V=0\) with the traps empty, sweep at rate \(r\) to \(V_{\max}\), and return. Read both branches at \(V_R>V_X\). The times from the crossing to the two readings are

\[
s=\frac{V_R-V_X}{r},
\]
\[
u=\frac{V_{\max}-V_X}{r}+\frac{V_{\max}-V_R}{r}=\frac{2V_{\max}-V_R-V_X}{r}.
\]

If the crossing is sharp, \(f_{\rm eq}=1\) throughout this time and \(f=1-e^{-T/\tau}\) at time \(T\) after it. The return reading minus the upward reading is

\[
D=e^{-s/\tau}-e^{-u/\tau}.
\]

For \(\tau\ll s\) both terms vanish, which is your argument. For \(\tau\gg u\), expansion gives \(D\approx(u-s)/\tau\), which also vanishes: the trap is frozen. In between there is a loop. Setting \(dD/d\tau=0\) gives \(s\,e^{-s/\tau}=u\,e^{-u/\tau}\), so the largest difference occurs at

\[
\tau^*=\frac{u-s}{\ln(u/s)}.
\]

**Q:** Good. I choose a sweep rate far from that time, and the hysteresis is gone.

**A:** That works for one time constant. Border traps at different depths have many. Take a uniform density \(N_T\) per volume and, for the moment, one common \(V_X\). Since \(dx=d\tau/(2\kappa\tau)\), the sheet density exchanged between the readings is, with \(y=1/\tau\),

\[
\delta n=N_T\int D\,dx=\frac{N_T}{2\kappa}\int_0^\infty\frac{e^{-sy}-e^{-uy}}{y}\,dy.
\]

The limits may be extended because the traps at the surface are too fast to contribute and those near the gate are too slow to exchange electrons with the channel. Exchange with the gate itself is neglected. Writing the fraction as \(\int_s^u e^{-qy}dq\) and integrating over \(y\) first,

\[
\delta n=\frac{N_T}{2\kappa}\int_s^u\frac{dq}{q}=\frac{N_T}{2\kappa}\ln\frac{u}{s}.
\]

Both times scale as \(1/r\), so the sweep rate cancels. A slower sweep reaches deeper traps; it does not run out of them while the active depth stays well inside the insulator.

**Q:** Deeper traps should count less, by your factor \(1-x/t\). Where are the active ones?

**A:** That factor is linear in \(x\), so the mean depth weighted by \(D\) is all we need. Use \(x=-\ln(y\tau_0)/(2\kappa)\) and the same trick:

\[
\int xD\,dx=\frac{1}{4\kappa^2}\int_s^u dq\int_0^\infty[-\ln(y\tau_0)]e^{-qy}dy.
\]

Substitute \(z=qy\) and use \(\int_0^\infty e^{-z}\ln z\,dz=-\gamma\), with \(\gamma\approx0.577\) Euler's constant. The inner integral is \([\gamma+\ln(q/\tau_0)]/q\). Integrating over \(q\),

\[
\int xD\,dx=\frac{1}{4\kappa^2}\left[\gamma\ln\frac us+\frac12\ln^2\frac{u}{\tau_0}-\frac12\ln^2\frac{s}{\tau_0}\right].
\]

The difference of squares equals \(\ln(u/s)\,\ln(us/\tau_0^2)\). Dividing by \(\int D\,dx=\ln(u/s)/(2\kappa)\) gives

\[
\bar x=\frac{\ln(\sqrt{su}/\tau_0)+\gamma}{2\kappa},\qquad
\Delta V_H=\frac{et}{\varepsilon}\,\delta n\left(1-\frac{\bar x}{t}\right).
\]

In the tilted insulator \(V_X\) does depend on depth. I evaluate it at \(\bar x\) and iterate until the two agree. This is an approximation, reasonable because the active layer is thin.

**Q:** Put numbers in. Perhaps the effect is negligible.

**A:** Take round model values: \(t=10\) nm, relative permittivity 4, \(N_T=2\times10^{18}\) cm\(^{-3}\), \(\Phi=3\) eV, \(m=0.4\) electron masses, \(\Delta=0.2\) eV and \(\tau_0=10^{-10}\) s. Sweep at 1 V/s to 3 V and read at 2 V. The barrier gives \(2\kappa=11.22\) nm\(^{-1}\), and the iteration settles at

\[
V_X=\frac{0.2\times10}{2.156}=0.928\ \mathrm{V},
\]
\[
s=2-0.928=1.072\ \mathrm{s},\qquad u=6-2-0.928=3.072\ \mathrm{s}.
\]

These times return the depth we started from:

\[
\bar x=\frac{\ln(\sqrt{1.072\times3.072}\times10^{10})+0.577}{11.22}=2.16\ \mathrm{nm}.
\]

With \(1/(2\kappa)=0.0891\) nm \(=8.91\times10^{-9}\) cm and \(\ln(u/s)=1.053\),

\[
\delta n=2\times10^{18}\times8.91\times10^{-9}\times1.053=1.88\times10^{10}\ \mathrm{cm^{-2}}.
\]

This is \(1.88\times10^{-4}\) nm\(^{-2}\). Since \(et/\varepsilon=45.24\) V nm\(^2\),

\[
\Delta V_H=45.24\times1.88\times10^{-4}\times0.784=6.7\times10^{-3}\ \mathrm{V},
\]

or 6.7 mV. The loop is small because I chose few traps. In this formula it grows in proportion to \(N_T\), as long as the trapped charge barely disturbs the field.

**Q:** You assumed a sharp crossing and ignored the trapped charge when locating the levels. How much does that matter?

**A:** I integrated the rate equation numerically, with backward Euler steps of 1 mV in gate voltage and a depth grid of 0.01 nm. This fuller model has Fermi occupation at 300 K, a crossing voltage that varies with depth, and the mean-field repulsion between trapped electrons. It gives these widths, meaning the threshold shift produced by the difference in trapped charge between the two readings at 2 V:

- 0.01 V/s: 5.8 mV, closed form 5.8 mV
- 1 V/s: 6.9 mV, closed form 6.7 mV
- 100 V/s: 9.6 mV, closed form 8.1 mV

Four decades of sweep rate change the width by a factor of 1.7. A single trap with \(\tau^*=1.9\) s and \(V_X=0.928\) V has \(D=0.37\) at 1 V/s, 0.010 at 100 V/s and practically zero at 0.01 V/s. The spread of depths is what keeps the loop open.

Both calculations leave out the tilt of the barrier, and that is not a small matter. To first order the tilt lowers the exponent \(2\kappa x\) by \(\kappa eVx^2/(2\Phi t)\). At 3 V and a depth of 2.16 nm this is about 1.3, so exchange there would be almost four times faster. Read the widths as results of the model, not as predictions for a particular device.

**Q:** At 100 V/s your formula is low by 16% of the fuller result. Why there?

**A:** The active traps are shallower, at about 1.7 nm, and cross later, at 1.15 V. A level at depth \(x\) moves by \(ex/t\) per volt, so an energy \(kT\) corresponds to a gate voltage \(kTt/(ex)\). The reading lies 8.9 such thermal widths above the crossing at 1 V/s, but 5.7 at 100 V/s.

Still shallower traps, around 1.5 nm, then lie only three to four \(kT\) below the Fermi level at the reading, where \(f_{\rm eq}\) still changes with the gate voltage. If they nearly keep up, \(f\approx f_{\rm eq}-\tau\,df_{\rm eq}/dt\). The derivative is \(+r\,df_{\rm eq}/dV\) going up and \(-r\,df_{\rm eq}/dV\) coming back, so the return occupancy is higher by \(2r\tau\,df_{\rm eq}/dV\). This adds to the loop. When I lower the temperature in the occupation alone to 30 K, keeping \(\tau_0\), the width falls from 9.6 to 8.3 mV, within about 3% of the closed form. Most of the discrepancy is therefore thermal.

**Q:** My channel also has a van der Waals gap towards the insulator. Surely that extra barrier protects it.

**A:** It slows every trap. In a gap of width \(d\) with decay constant \(\kappa_v\), the density falls by \(e^{-2\kappa_vd}\) if reflections at its edges are neglected, so \(\tau_0\) is multiplied by \(e^{2\kappa_vd}\). For 0.2 nm, a 4 eV barrier and the free-electron mass, the factor is 60. But \(\tau_0\) does not appear in \(\delta n\) at a common \(V_X\). The gap only selects traps nearer the insulator surface: at 1 V/s the active depth moves from 2.16 to 1.78 nm.

In the fuller model, which ignores the voltage dropped across the gap, the loop even widens, from 6.9 to 9.1 mV. Shallower traps have a larger factor \(1-x/t\), and their later crossing increases \(u/s\); thermal lag adds to this, as before. Do not rely on that widening, because the neglected voltage matters. A vacuum gap of 0.2 nm drops as much voltage as \(4\times0.2=0.8\) nm of this insulator, so the crossing moves to \(V_X=\Delta(t+0.8\ \mathrm{nm})/[e(\bar x+0.8\ \mathrm{nm})]\). Iterating the closed form with this \(V_X\) gives \(\bar x=1.80\) nm and \(V_X=0.83\) V. The shift, still \((e/\varepsilon)\,\delta n\,(t-\bar x)\), is then 6.6 mV, practically the 6.7 mV found without the gap. So this gap neither closes the loop nor clearly widens it. Both estimates assume that traps are present at the new depth. A gap thick enough to make even the traps at the insulator surface much slower than the sweep would suppress the exchange.

**Q:** Could I at least use the loop to count the traps that are filled?

**A:** Not directly. In the fuller model at 1 V/s without the gap, \(2.1\times10^{11}\) electrons per cm\(^2\) are already trapped at the upward reading, while the loop registers a further \(1.9\times10^{10}\). Charge present at both readings shifts both branches and leaves no separation between them.

**Q:** Then what would make the device free of this hysteresis, if not the clean surface?

**A:** Few border traps, or levels that the sweep cannot bring to the Fermi level within tunnelling reach. Keep the same surface and the same \(N_T\), without the gap, but set \(\Delta=1.2\) eV. Even at 3 V, the level crosses only at depths beyond \(1.2\times10/3=4\) nm. There \(\tau=10^{-10}e^{11.22\times4}\) s exceeds \(10^9\) s. The fuller model at 1 V/s then gives a width below \(10^{-8}\) mV. This relies on the fixed channel potential, so \(\Delta\) must be counted from the Fermi level of the conducting channel. Suppose instead that the Fermi level starts 0.9 eV below the conduction band edge at flat band. The first 0.9 V or so of the sweep then raises it by that amount, and only about 0.3 eV remains. At 3 V the level crosses beyond about \(0.3\times10/2.1=1.4\) nm, where \(\tau\) is near a millisecond, and the loop returns.

So a quiet device is possible, but the missing dangling bonds do not guarantee it. My formula covers a first sweep from empty traps with a single level. Repeated sweeps, a spread of levels or bias-dependent exchange rates need the rate equation solved anew.
